**Landau parameters inferred from an Ising domain wall**

For a quartic well of barrier density $U_0$ and a gradient energy $(g/2)(dP/dx)^2$, a wall $P_0\tanh(x/\xi)$ of energy $\sigma$ per area implies $U_0=3\sigma/(8\xi)$ and $g=3\sigma\xi/(4P_0^2)$. Here $P$ is the polarization, $P_0$ its domain value and $\xi$ the tanh length. The program relaxes a wall numerically from a uniform starting state and asserts that the inferred parameters return the wall energy, the tanh profile and equal local and gradient energies. It also asserts the Landau minimum and barrier, the uniform reversal field, the susceptibility, the sextic wall energy and the elastic constraint energy against separate numerical calculations. A lattice wall minimized without imposed symmetry agrees in energy with the wall centred between planes. The output gives $U_0=162.5$ MJ/m³ and $g=4.57\times10^{-11}$ J m³/C² in the continuum, and 135 MJ/m³ and $6.2\times10^{-11}$ J m³/C² after a lattice refit. With rough constants for lead titanate, the elastic constraint energy exceeds the inferred barrier, so these data yield no reliable barrier for a free crystal.

## Program and output

```python
"""Inference of Landau parameters from a 180-degree Ising domain wall.

Result under test: for the energy density
    U0*(1 - P^2/P0^2)^2 + (g/2)*(dP/dx)^2
a wall P0*tanh(x/xi) of energy sigma per area implies
    U0 = 3*sigma/(8*xi)   and   g = 3*sigma*xi/(4*P0^2).
P: polarization, P0: its domain value, U0: barrier density,
g: gradient coefficient, xi: tanh length, p = P/P0.
All internal quantities are in SI units.
The program also sizes the effects of a sextic well, of the discrete
lattice and of the elastic constraint imposed by the domains.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit, minimize, minimize_scalar


def well(p, c=0.0):
    """Well in units of U0; c = 0 is the quartic case."""
    return (1 - p**2)**2 * (1 + c * p**2)


def well_slope(p, c=0.0):
    return 2*(c - 2)*p + 4*(1 - 2*c)*p**3 + 6*c*p**5


def well_curvature(p, c=0.0):
    return 2*(c - 2) + 12*(1 - 2*c)*p**2 + 30*c*p**4


def relax_wall(r, n, c=0.0, on_plane=False, start=None):
    """Relax an odd wall on planes of spacing h by Newton's method.

    r = g*P0^2/(h^2*U0). Only the n planes on the right are stored.
    Returns p and the local and gradient energies in units of U0*h.
    The default start is the uniform state p = 1.
    """
    p = np.ones(n) if start is None else start.copy()
    stiffness = (np.diag(np.full(n, 2.0*r))
                 - np.diag(np.full(n - 1, r), 1)
                 - np.diag(np.full(n - 1, r), -1))
    if not on_plane:
        stiffness[0, 0] = 3*r  # left neighbour is the mirror image -p[0]
    load = np.zeros(n)
    load[-1] = r               # right neighbour is the domain, p = 1
    converged = False
    for _ in range(100):
        residual = stiffness @ p - load + well_slope(p, c)
        jacobian = stiffness + np.diag(well_curvature(p, c))
        change = np.linalg.solve(jacobian, residual)
        p = p - change
        if np.max(np.abs(change)) < 1e-10:
            converged = True
            break
    assert converged, "wall relaxation did not converge"
    steps = np.diff(np.append(p, 1.0))
    local = 2*np.sum(well(p, c)) + (1.0 if on_plane else 0.0)
    central = 2*p[0]**2 if on_plane else (2*p[0])**2
    gradient = 0.5*r*(central + 2*np.sum(steps**2))
    return p, local, gradient


# Input data and the inferred parameters
sigma, xi, P0 = 0.13, 0.3e-9, 0.8
U0 = 3*sigma/(8*xi)
g = 3*sigma*xi/(4*P0**2)

# Relax a fine-grid wall that is given only U0, g and P0
h = xi/40
n_fine = 480
r_fine = g*P0**2/(h**2*U0)
p_fine, local, gradient = relax_wall(r_fine, n_fine)
x_fine = (np.arange(n_fine) + 0.5)*h
sigma_relaxed = (local + gradient)*U0*h
profile_error = np.max(np.abs(p_fine - np.tanh(x_fine/xi)))
gradient_share = gradient/(local + gradient)
assert abs(sigma_relaxed/sigma - 1) < 1e-3   # second-order grid error
assert profile_error < 1e-3                # second-order grid error
assert abs(gradient_share - 0.5) < 1e-3

# Landau polynomial: minimum, barrier, reversal field, susceptibility
alpha, beta = -4*U0/P0**2, 4*U0/P0**4


def landau(P):
    return 0.5*alpha*P**2 + 0.25*beta*P**4


def landau_field(P):
    return alpha*P + beta*P**3


minimum = minimize_scalar(lambda P: landau(P)/U0, bounds=(0.1, 2.0),
                          method="bounded", options={"xatol": 1e-10})
assert abs(minimum.x/P0 - 1) < 1e-5
assert abs(-minimum.fun - 1) < 1e-9
E_reversal = 8*U0/(3*np.sqrt(3)*P0)
extremum = minimize_scalar(lambda P: landau_field(P)/1e8,
                           bounds=(0.0, P0), method="bounded")
assert abs(-extremum.fun*1e8/E_reversal - 1) < 1e-6
chi = P0**2/(8*const.epsilon_0*U0)
E_small = 1e5
P_up, P_down = [brentq(lambda P: landau_field(P) - E, 0.7, 0.9,
                       xtol=1e-14) for E in (E_small, -E_small)]
chi_numeric = (P_up - P_down)/(2*E_small*const.epsilon_0)
assert abs(chi_numeric/chi - 1) < 1e-5

# Sextic well with negative quartic coefficient (c = 1)
c_sextic = 1.0
shape_integral = quad(lambda p: (1 - p**2)*np.sqrt(1 + c_sextic*p**2),
                      -1, 1)[0]
p_sextic = p_fine
for c in np.linspace(0.1, c_sextic, 10):
    p_sextic, loc6, grad6 = relax_wall(r_fine, n_fine, c, start=p_sextic)
assert abs((loc6 + grad6)*h/xi/(2*shape_integral) - 1) < 1e-3
assert abs(p_sextic[0]/(0.5*h/xi) - 1) < 1e-3  # central slope is 1/xi
fit_ratio = curve_fit(lambda u, k: np.tanh(u/k), x_fine/xi, p_sextic,
                      p0=[1.0])[0][0]
U0_sextic_slope = sigma/(2*xi*shape_integral)
U0_sextic_fit = U0_sextic_slope*fit_ratio

# Discrete lattice: rough cell edges of lead titanate
a_cell, c_cell = 0.39e-9, 0.41e-9
n_lat = 30
r_cont = g*P0**2/(a_cell**2*U0)
p_cont, loc_cont, grad_cont = relax_wall(r_cont, n_lat)
sigma_lat_cont = (loc_cont + grad_cont)*U0*a_cell
xi_lat_cont = 0.5*a_cell/np.arctanh(p_cont[0])
p_target = np.tanh(0.5*a_cell/xi)
r_lat = brentq(lambda r: relax_wall(r, n_lat)[0][0] - p_target, 1.0, 5.0)
_, loc_b, grad_b = relax_wall(r_lat, n_lat)
_, loc_s, grad_s = relax_wall(r_lat, n_lat, on_plane=True)
energy_between, energy_on = loc_b + grad_b, loc_s + grad_s
U0_lat = sigma/(a_cell*energy_between)
g_lat = r_lat*a_cell**2*U0_lat/P0**2
sigma_on = energy_on*U0_lat*a_cell
assert energy_on > energy_between


def free_chain_energy(p):
    chain = np.concatenate(([-1.0], p, [1.0]))
    return np.sum(well(p)) + 0.5*r_lat*np.sum(np.diff(chain)**2)


# No symmetry imposed; the initial wall is displaced from the midpoint
positions = np.arange(24) - 11.5
free_chain = minimize(free_chain_energy, np.tanh(positions - 0.2),
                      method="BFGS", options={"gtol": 1e-7})
assert abs(free_chain.fun/energy_between - 1) < 1e-6

# Elastic constraint: rough electrostriction and compliances
Q11, Q12 = 0.09, -0.026
s11, s12 = 8.0e-12, -2.5e-12
W = P0**4*(s11*(Q11**2 + Q12**2) - 2*s12*Q11*Q12)/(2*(s11**2 - s12**2))
compliance = np.full((3, 3), s12)
np.fill_diagonal(compliance, s11)
elastic = np.linalg.inv(compliance)


def constrained_energy(p):
    """Elastic energy with tangential strains kept at domain values."""
    spontaneous = np.array([Q12, Q12, Q11])*P0**2

    def energy(normal_strain):
        strain = spontaneous.copy()
        strain[0] = normal_strain
        misfit = strain - spontaneous*p**2
        return 0.5*misfit @ elastic @ misfit/1e8
    return minimize_scalar(energy).fun*1e8


for p_test in (0.0, 0.5, 0.8):
    assert abs(constrained_energy(p_test)/(W*(1 - p_test**2)**2) - 1) < 1e-6

# Conversions
meV = 1e-3*const.e
cell_volume = a_cell**2*c_cell
temperature = 300.0
MJ = 1e6


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wall energy", sigma, "J/m^2")
show("Tanh length", xi*1e9, "nm")
show("Domain polarization", P0, "C/m^2")
show("Inferred barrier U0", U0/MJ, "MJ/m^3")
show("Inferred gradient coefficient g", g*1e11, "1e-11 J m^3/C^2")
show("Landau alpha", alpha/1e9, "1e9 J m/C^2")
show("Landau beta", beta/1e9, "1e9 J m^5/C^4")
show("Relaxed wall energy", sigma_relaxed, "J/m^2", 6)
show("Largest profile error, P/P0", profile_error, "", 2)
show("Gradient share of wall energy", gradient_share, "", 5)
show("Uniform reversal field", E_reversal/1e8, "MV/cm", 3)
show("Susceptibility along P", chi, "", 3)
show("Rough cell edge a", a_cell*1e9, "nm")
show("Rough cell edge c", c_cell*1e9, "nm")
show("Cell volume", cell_volume*1e27, "nm^3", 3)
show("Barrier per cell", U0*cell_volume/meV, "meV", 3)
show("Temperature", temperature, "K")
show("Thermal energy kT", const.k*temperature/meV, "meV", 3)
show("Sextic parameter c", c_sextic, "")
show("Sextic shape integral I", shape_integral, "")
show("Sextic fitted length / slope length", fit_ratio, "")
show("Sextic barrier, slope length", U0_sextic_slope/MJ, "MJ/m^3")
show("Sextic barrier, fitted length", U0_sextic_fit/MJ, "MJ/m^3")
show("Lattice wall energy, continuum U0 and g", sigma_lat_cont, "J/m^2")
show("Lattice tanh length, continuum U0 and g", xi_lat_cont*1e9, "nm")
show("First-plane P/P0 required by tanh", p_target, "")
show("Lattice-refitted barrier", U0_lat/MJ, "MJ/m^3")
show("Lattice-refitted g", g_lat*1e11, "1e-11 J m^3/C^2")
show("Refitted wall energy centred on a plane", sigma_on, "J/m^2")
show("Refitted lattice pinning energy", (sigma_on - sigma)*1e3, "mJ/m^2", 3)
show("Rough Q11", Q11, "m^4/C^2")
show("Rough Q12", Q12, "m^4/C^2")
show("Rough s11", s11*1e12, "1/TPa")
show("Rough s12", s12*1e12, "1/TPa")
show("Domain strain along P", Q11*P0**2*100, "percent", 3)
show("Domain strain across P", Q12*P0**2*100, "percent", 3)
show("Elastic constraint energy W", W/MJ, "MJ/m^3", 3)
show("Ratio W/U0", W/U0, "", 3)
show("Difference U0 - W", (U0 - W)/MJ, "MJ/m^3", 3)
print("all tests passed")
```

Printed output:

```
Wall energy: 0.13 J/m^2
Tanh length: 0.3 nm
Domain polarization: 0.8 C/m^2
Inferred barrier U0: 162.5 MJ/m^3
Inferred gradient coefficient g: 4.57 1e-11 J m^3/C^2
Landau alpha: -1.016 1e9 J m/C^2
Landau beta: 1.587 1e9 J m^5/C^4
Relaxed wall energy: 0.129997 J/m^2
Largest profile error, P/P0: 3.5e-05
Gradient share of wall energy: 0.50002
Uniform reversal field: 3.13 MV/cm
Susceptibility along P: 55.6
Rough cell edge a: 0.39 nm
Rough cell edge c: 0.41 nm
Cell volume: 0.0624 nm^3
Barrier per cell: 63.2 meV
Temperature: 300 K
Thermal energy kT: 25.9 meV
Sextic parameter c: 1
Sextic shape integral I: 1.455
Sextic fitted length / slope length: 0.9131
Sextic barrier, slope length: 148.9 MJ/m^3
Sextic barrier, fitted length: 135.9 MJ/m^3
Lattice wall energy, continuum U0 and g: 0.1123 J/m^2
Lattice tanh length, continuum U0 and g: 0.2171 nm
First-plane P/P0 required by tanh: 0.5717
Lattice-refitted barrier: 135.1 MJ/m^3
Lattice-refitted g: 6.23 1e-11 J m^3/C^2
Refitted wall energy centred on a plane: 0.1351 J/m^2
Refitted lattice pinning energy: 5.1 mJ/m^2
Rough Q11: 0.09 m^4/C^2
Rough Q12: -0.026 m^4/C^2
Rough s11: 8 1/TPa
Rough s12: -2.5 1/TPa
Domain strain along P: 5.76 percent
Domain strain across P: -1.66 percent
Elastic constraint energy W: 207 MJ/m^3
Ratio W/U0: 1.28
Difference U0 - W: -45 MJ/m^3
all tests passed
```
